\section*{The Paschen–Back crossover in lithium, sodium and caesium, part 1}

(Sections cited here and not found follow in the second part.)

\section{Problem}

The lowest $^2P$ terms of lithium ($2p$), sodium ($3p$) and caesium ($6p$) are split by spin--orbit coupling into a level with $j=3/2$ and a lower level with $j=1/2$. The measured intervals are taken as given: $0.34$, $17.2$ and $554$ per cm. In a weak magnetic field the states are labelled by $j$ and $m$. In a strong field the orbital and spin angular momenta are quantized separately and the labels are $m_l$ and $m_s$; this is the Paschen--Back regime.

(a) Estimate for each atom the field at which the second description takes over from the first, and give the word ``takes over'' a precise meaning.

(b) Find the fields below which $j$, and above which $m_l$ and $m_s$, are good labels to one per cent in probability.

(c) Find the field at which the Zeeman sublevels of the two fine-structure levels first overlap.

(d) Estimate how far the neglected interactions move these fields.

\section{Solution}

\subsection{The Hamiltonian}

Atomic units are used in the algebra ($\hbar=m_e=e=1$, electron charge $-1$). The atom is treated as one $p$ electron outside closed shells, in a uniform field $B$ along $z$. With $\mathbf A=\tfrac12 B(-y,x,0)$ the kinetic energy is $\tfrac12(\mathbf p+\mathbf A)^2$. The divergence of this $\mathbf A$ vanishes, so $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and
\begin{equation}
\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2
=\tfrac12p^2+\tfrac12BL_z+\tfrac18B^2r^2\sin^2\theta ,
\label{eq:kin}
\end{equation}
because $xp_y-yp_x=L_z$ and $x^2+y^2=r^2\sin^2\theta$. The coefficient of $BL_z$ is the Bohr magneton, $\mu_B=1/2$. The spin adds $g\mu_BBS_z$, with $g$ the positive electron $g$ factor. With $b=\mu_BB=B/2$, the Hamiltonian within the six states of the term is taken as
\begin{equation}
H=\zeta\,\mathbf L\cdot\mathbf S+b\,(L_z+gS_z).
\label{eq:H}
\end{equation}
Three assumptions enter. All six states share one radial function, so that the spin--orbit coupling is a single constant $\zeta$ and relativistic corrections to the magnetic moment are dropped. The diamagnetic term, the last in \eqref{eq:kin}, is left out until part (d). The nuclear spin is ignored, also until part (d).

From $\mathbf J=\mathbf L+\mathbf S$ follows $J^2=L^2+S^2+2\,\mathbf L\cdot\mathbf S$, so for $l=1$, $s=1/2$
\begin{equation}
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-2-\tfrac34\right]
=\begin{cases}+\tfrac12, & j=3/2,\\ -1, & j=1/2.\end{cases}
\end{equation}
The interval is therefore $\Delta=\zeta/2-(-\zeta)=3\zeta/2$, and the levels lie at $+\Delta/3$ and $-2\Delta/3$. The zero of energy is their centre of gravity, since $4\cdot\tfrac13-2\cdot\tfrac23=0$.

The Zeeman term can be written $bJ_z+(g-1)bS_z$. The first part commutes with $J^2$ and only shifts all states of given $m$ together. The second part does not commute with $J^2$, and it alone competes with the spin--orbit term. The natural variable is thus
\begin{equation}
x=\frac{(g-1)\,b}{\Delta},
\label{eq:x}
\end{equation}
which for $g=2$ is $\mu_BB/\Delta$.

\subsection{Exact levels of the model}

$J_z$ commutes with $H$, so the problem separates into blocks of fixed $m=m_l+m_s$. In the uncoupled basis $|m_l,m_s\rangle$ the spin--orbit operator is
\begin{equation}
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+),
\end{equation}
which follows from $L_\pm=L_x\pm iL_y$ and $S_\pm=S_x\pm iS_y$, whose cross terms cancel in the sum.

The blocks $m=\pm3/2$ hold one state each, $|\pm1,\pm\tfrac12\rangle$. It is both a $j=3/2$ state and an uncoupled state at every field, with $m_lm_s=1/2$ and
\begin{equation}
E_{\pm3/2}=\tfrac13\Delta\pm b\left(1+\tfrac12g\right).
\label{eq:stretched}
\end{equation}

The blocks $m=\pm1/2$ hold two states, $|{\uparrow}\rangle=|m-\tfrac12,+\tfrac12\rangle$ and $|{\downarrow}\rangle=|m+\tfrac12,-\tfrac12\rangle$. The diagonal elements are $\zeta m_lm_s+b(m_l+gm_s)$:
\begin{align}
H_{\uparrow\uparrow}&=+\tfrac12\zeta\left(m-\tfrac12\right)+b\left(m-\tfrac12+\tfrac12g\right),\\
H_{\downarrow\downarrow}&=-\tfrac12\zeta\left(m+\tfrac12\right)+b\left(m+\tfrac12-\tfrac12g\right).
\end{align}
Half their sum is $-\zeta/4+mb=-\Delta/6+mb$. Their difference is $\zeta m+(g-1)b=\Delta\,(2m/3+x)$. The off-diagonal element comes from $\tfrac12\zeta L_+S_-$ acting on $|{\uparrow}\rangle$. Here $S_-$ lowers the spin with factor $1$, and $L_+$ raises $m_l$ with factor $\sqrt{2-m_l(m_l+1)}$, which is $\sqrt2$ both for $m_l=0$ (the block $m=+1/2$) and for $m_l=-1$ (the block $m=-1/2$). So $H_{\downarrow\uparrow}=\zeta/\sqrt2=\sqrt2\,\Delta/3$. With
\begin{equation}
k=\frac{2m}{3}=\pm\frac13,\qquad s=\frac{2\sqrt2}{3},\qquad k^2+s^2=\frac19+\frac89=1,
\end{equation}
and Pauli matrices $\tau_1,\tau_3$ acting in the space of $|{\uparrow}\rangle,|{\downarrow}\rangle$, the block is
\begin{equation}
H_m=\left(-\tfrac16\Delta+mb\right)+\tfrac12\Delta\left[s\,\tau_1+(x+k)\,\tau_3\right].
\label{eq:block}
\end{equation}
Since $\tau_1^2=\tau_3^2=1$ and $\tau_1\tau_3+\tau_3\tau_1=0$, the square of the bracket is the number $R^2=s^2+(x+k)^2$. The bracket is also traceless, so its eigenvalues are $\pm R$, and
\begin{equation}
E_\pm=-\tfrac16\Delta+mb\pm\tfrac12\Delta R,\qquad R=\sqrt{1+2kx+x^2}.
\label{eq:E}
\end{equation}
At $x=0$, $R=1$ and the levels $\Delta/3$ and $-2\Delta/3$ return. $R$ is never smaller than $s$, so the two levels of a block do not cross and \eqref{eq:E} is smooth in $x$. In this model nothing switches on at a particular field: decoupling is a crossover, and the question of where it sets in has to be answered with a centre and a width.

\subsection{How good each label is}

Write the bracket in \eqref{eq:block} as $R\,\mathbf n\cdot\boldsymbol\tau$ with the unit vector $\mathbf n=(s,\,x+k)/R$ in the $(1,3)$ plane. The operator $\tfrac12(1+\mathbf n\cdot\boldsymbol\tau)$ has eigenvalue $1$ on the upper state and $0$ on the lower, so it is the projector on the upper state. The projector on $|{\uparrow}\rangle$ has the same form with $\mathbf n_u=(0,1)$. The projector on the $j=3/2$ state of the block is the one on the upper state at zero field, with $\mathbf n_j=(s,k)$. The probability of finding one pure state in another is the trace of the product of their projectors, and ${\rm Tr}\,\tau_a=0$, ${\rm Tr}\,\tau_a\tau_b=2\delta_{ab}$ give $\tfrac14(2+2\,\mathbf n\cdot\mathbf n')$. The weights in the upper state are then
\begin{align}
W_u&=\tfrac12(1+\mathbf n\cdot\mathbf n_u)=\frac12\left[1+\frac{x+k}{R}\right],\label{eq:Wu}\\
W_j&=\tfrac12(1+\mathbf n\cdot\mathbf n_j)=\frac12\left[1+\frac{s^2+k(x+k)}{R}\right]=\frac12\left[1+\frac{1+kx}{R}\right].\label{eq:Wj}
\end{align}
The lower state has $-\mathbf n$, and its own labels, spin down and $j=1/2$, have $-\mathbf n_u$ and $-\mathbf n_j$, so it carries the same two weights.

As the field grows, $\mathbf n$ turns from $\mathbf n_j$ at $x=0$ to $\mathbf n_u$ at $x\to\infty$. Write each wrong-label probability as $1-W=\sin^2\phi$, so that $\cos2\phi=2W-1$. For the uncoupled label $\cos2\phi_u=(x+k)/R$ and $\sin2\phi_u=s/R$. For the coupled label $\cos2\phi_j=(1+kx)/R$, and $R^2-(1+kx)^2=x^2(1-k^2)=s^2x^2$ gives $\sin2\phi_j=sx/R$. Hence
\begin{equation}
\cot2\phi_u=\frac{x+k}{s},\qquad \cot2\phi_j=\frac{1/x+k}{s}.
\label{eq:cot}
\end{equation}
The first rises and the second falls steadily with $x$, so $W_u$ only grows, $W_j$ only shrinks, and any level of admixture between $0$ and $(1-k)/2$ (the value of $1-W_u$ at $x=0$ and of $1-W_j$ at $x\to\infty$) is crossed exactly once. The two expressions exchange under $x\to1/x$, which means $W_j(x)=W_u(1/x)$.

\subsection{Part (a): the centre of the crossover}

A definition that needs no arbitrary percentage is the field at which the two labels are equally good. Setting $W_j=W_u$ gives $1+kx=x+k$, that is $(1-k)(1-x)=0$, and since $k\neq1$ the only solution is $x=1$, in both blocks. For $g=2$,
\begin{equation}
B^*=\frac{\Delta}{\mu_B}=2\Delta\quad\text{(atomic units)} .
\label{eq:Bstar}
\end{equation}
The dimensional estimate, Zeeman energy equal to the interval, is thus the exact centre of the crossover of this model, and by the symmetry $x\to1/x$ the crossover is symmetric about $B^*$ on a logarithmic field axis.

At $x=1$, $R=\sqrt{2+2k}$, which is $1.6330$ for $m=+1/2$ and $1.1547$ for $m=-1/2$. The common weight is $\tfrac12[1+\tfrac43/1.6330]=0.908$ in the first block and $\tfrac12[1+\tfrac23/1.1547]=0.789$ in the second. In closed form $(1+k)/\sqrt{2+2k}=\sqrt{(1+k)/2}$, and at $x=0$ \eqref{eq:Wu} gives $W_u(0)=(1+k)/2$, which is $2/3$ and $1/3$. The common weight is therefore $\tfrac12[1+\sqrt{W_u(0)}]$, which exceeds one half whenever the starting overlap $W_u(0)$ is not zero. The block $m=-1/2$ starts farther from its final form and so has the larger angle to turn through.

With $1$ per cm $=1.23984\times10^{-4}$ eV and $\mu_B=5.78838\times10^{-5}$ eV/T,
\begin{align*}
\text{Li:}\quad&\Delta=0.34\times1.23984\times10^{-4}=4.2155\times10^{-5}\ \text{eV},\\
&B^*=4.2155\times10^{-5}/5.78838\times10^{-5}=0.7283\ \text{T},\\
\text{Na:}\quad&\Delta=17.2\times1.23984\times10^{-4}=2.1325\times10^{-3}\ \text{eV},\\
&B^*=2.1325\times10^{-3}/5.78838\times10^{-5}=36.84\ \text{T},\\
\text{Cs:}\quad&\Delta=554\times1.23984\times10^{-4}=6.8687\times10^{-2}\ \text{eV},\\
&B^*=6.8687\times10^{-2}/5.78838\times10^{-5}=1187\ \text{T}.
\end{align*}
Division by the atomic unit of field, $2.35052\times10^5$ T, gives $3.10\times10^{-6}$, $1.57\times10^{-4}$ and $5.05\times10^{-3}$ atomic units. The lithium interval has two figures, and $0.34\pm0.005$ per cm spans $0.72$ to $0.74$ T, so the second figure of its field, $0.73$ T, is uncertain by one unit.

At $B^*$ one has $b=\Delta$, and the block $m=-1/2$ has $E_\pm/\Delta=-\tfrac16-\tfrac12\pm\tfrac12(1.1547)$, which is $-0.0893$ and $-1.2440$. For sodium these are $-1.90\times10^{-4}$ eV and $-2.65\times10^{-3}$ eV.

\subsection{The two limits}

For $x\ll1$ use $R=\sqrt{(1+kx)^2+s^2x^2}=1+kx+\tfrac12s^2x^2+O(x^3)$. The term linear in the field in \eqref{eq:E} is $mb\pm\tfrac12\Delta kx=mb\,[1\pm(g-1)/3]$, which for $g=2$ gives the Land\'e factors $4/3$ ($j=3/2$) and $2/3$ ($j=1/2$). The next term is $\pm\tfrac14s^2x^2\Delta=\pm\tfrac29x^2\Delta$, the repulsion of the two levels of equal $m$. From \eqref{eq:cot}, $2\phi_j\simeq sx$, so to leading order $1-W_j\simeq s^2x^2/4=\tfrac29x^2$.

For $x\gg1$ use $R=\sqrt{(x+k)^2+s^2}=x+k+s^2/(2x)+O(x^{-2})$. The part $-\tfrac16\Delta+mb\pm\tfrac12\Delta(x+k)$ is half the sum plus or minus half the difference of the diagonal elements, that is $H_{\uparrow\uparrow}$ or $H_{\downarrow\downarrow}$ itself, so
\begin{equation}
E_\pm\simeq b\,(m_l+gm_s)+\zeta\,m_lm_s\pm\frac{2\Delta}{9x},\qquad 1-W_u\simeq\frac{2}{9x^2}.
\end{equation}
The first two terms are the Paschen--Back levels: of the spin--orbit operator only $L_zS_z$ survives. The spin--orbit shifts $\zeta m_lm_s$ do not vanish at high field: they stay at $\pm\zeta/2$ for $|m_l|=1$ and at zero for $m_l=0$, while the Zeeman spacing grows. For $g=2$ the states $(m_l,m_s)=(1,-\tfrac12)$ and $(-1,+\tfrac12)$ have no linear Zeeman energy and share the shift $-\zeta/2$, so only the last term separates them, by $4\Delta/(9x)$, and this gap closes as the field grows.

\subsection{Part (b): the width}

Let the tolerated wrong-label probability be $\varepsilon=\sin^2\phi$ and put $t=\tan2\phi=2\sin\phi\cos\phi/(1-2\sin^2\phi)=2\sqrt{\varepsilon(1-\varepsilon)}/(1-2\varepsilon)$. Setting each cotangent in \eqref{eq:cot} equal to $1/t$ gives
\begin{equation}
x_{\rm high}=\frac st-k,\qquad x_{\rm low}=\frac{1}{s/t-k}=\frac1{x_{\rm high}} .
\label{eq:window}
\end{equation}
For $\varepsilon=0.01$, $t=0.2031$ and, with $s=0.9428$, $s/t=4.643$. The block $m=+1/2$ has $x_{\rm high}=4.643-\tfrac13=4.310$ and $x_{\rm low}=0.232$. The block $m=-1/2$ has $x_{\rm high}=4.643+\tfrac13=4.976$ and $x_{\rm low}=0.201$. The second block has the wider window and sets the edges for the term as a whole: in this model $j$ is good to one per cent in every state below $0.201\,B^*$, and $m_l,m_s$ are good to one per cent in every state above $4.976\,B^*$. For sodium the edges are $0.201\times36.84=7.40$ T and $4.976\times36.84=183$ T. The edges depend on the chosen $\varepsilon$, for small $\varepsilon$ as $x_{\rm high}\simeq s/(2\sqrt\varepsilon)$, whereas the centre does not.

\subsection{Part (c): the first overlap}

Take $g=2$, so $b=x\Delta$, and measure energies in units of $\Delta$. Four levels descend from $j=3/2$: $\tfrac13\pm2x$ from \eqref{eq:stretched}, and the upper roots $-\tfrac16\pm\tfrac12x+\tfrac12R_\pm$, where the subscript on $R$ is now the sign of $m$. Two descend from $j=1/2$: $-\tfrac16\pm\tfrac12x-\tfrac12R_\pm$. Each pair, one level from each group, is examined in turn.

The level $m=+3/2$ lies above a lower root by $\tfrac12+(2-m)x+\tfrac12R>0$. Upper and lower roots of one block differ by $R>0$. The upper root of $m=+1/2$ lies above the lower root of $m=-1/2$ by $x+\tfrac12(R_++R_-)>0$. The upper root of $m=-1/2$ lies above the lower root of $m=+1/2$ by $-x+\tfrac12(R_++R_-)$, which is positive because $R_\pm=\sqrt{(x\pm\tfrac13)^2+s^2}>x\pm\tfrac13$ makes the half sum larger than $x$. Only $m=-3/2$ can cross. With the lower root of $m=+1/2$ the condition $\tfrac13-2x=-\tfrac16+\tfrac12x-\tfrac12R_+$ reads $R_+=5x-1$. Squaring,
\begin{equation}
1+\tfrac23x+x^2=25x^2-10x+1\quad\Rightarrow\quad24x^2=\tfrac{32}{3}x\quad\Rightarrow\quad x=\tfrac49 ,
\end{equation}
where $x=0$ is rejected because it makes $5x-1$ negative, while $x=4/9$ makes it positive. With the lower root of $m=-1/2$ the condition is $R_-=3x-1$; squaring gives $1-\tfrac23x+x^2=9x^2-6x+1$, so $8x^2=\tfrac{16}3x$ and $x=2/3$, which is later. The two groups first overlap at $B=\tfrac49B^*$. In this model it is a true crossing, since the two states differ in the conserved $m$, and it changes nothing in the composition of either state. With a nuclear spin only $m+m_I$ is conserved, and the hyperfine coupling can open narrow avoided crossings, more strongly at $x=2/3$, where $m$ differs by one.

Within the six-state model with $g=2$, the crossover is centred at $B^*=\Delta/\mu_B$, its one-per-cent edges lie at $0.201\,B^*$ and $4.976\,B^*$, and the two fine-structure groups first overlap at $\tfrac49B^*$. It remains to collect these fields for the three atoms and to estimate, in part (d), how far the neglected interactions move them.

Numerical values quoted here were computed with a short program.
